# Bennett's acceptance ratio as the minimum-variance bridge estimator and two-state MBAR

## The decision

A cheap potential and a first-principles potential describe the same atoms. A trajectory has been run on each, and both energies have been evaluated on every saved frame. How should the two sets of frames be combined to give the free-energy difference? One could average over the cheap trajectory alone, over the expensive one alone, or over both with some weight. The choice sets the statistical error that the same frames deliver.

Call the cheap potential state 0 and the target state 1. The nuclei are classical, and both states have the same volume, masses and temperature $T$. The momentum integrals are then equal and cancel, which leaves the configuration integrals. With $u_i(x)=U_i(x)/kT$, define

$$Z_i=\int e^{-u_i}dx,\quad p_i=\frac{e^{-u_i}}{Z_i},\quad f_i=-\ln Z_i,\quad \Delta f=f_1-f_0,\quad w=u_1-u_0 .$$

Thus $Z_1/Z_0=e^{-\Delta f}$, and the Helmholtz free-energy difference is $kT\,\Delta f$. Angle brackets $\langle\cdot\rangle_i$ denote exact averages over $p_i$; an overbar, $\overline{(\cdot)}^{\,i}$, denotes the mean over the $n_i$ samples of state $i$. The samples are taken as independent, their numbers as fixed, and $p_0$ and $p_1$ as nonzero in the same region.

## Simple case: one trajectory

Averaging $e^{-w}$ over state 0 gives

$$\langle e^{-w}\rangle_0=\frac1{Z_0}\int e^{-u_0}e^{-(u_1-u_0)}dx=\frac{Z_1}{Z_0}.$$

This is forward exponential averaging. Exchanging the labels gives the reverse form, $\langle e^{w}\rangle_1=Z_0/Z_1$. Each ignores one trajectory.

**Limit.** If $w$ is a constant $c$, both give $\Delta f=c$ from a single sample. Errors come from the variation of $w$.

For a concrete case, take two one-dimensional wells,

$$u_0=\tfrac12x^2,\qquad u_1=\tfrac12(1.4)(x-1.5)^2,$$

with $x$ in thermal widths of state 0. The target is stiffer and shifted. Gaussian integration gives $Z_0=\sqrt{2\pi}$ and $Z_1=\sqrt{2\pi/1.4}$, so $\Delta f=\tfrac12\ln1.4=0.1682$. At 300 K, where $kT=25.85$ meV, this is 4.35 meV. There are $n_0=600$ and $n_1=200$ samples.

The reverse average has a visible weakness here. Its second moment is

$$\langle e^{2w}\rangle_1\propto\int e^{2u_1-2u_0-u_1}dx=\int e^{u_1-2u_0}dx .$$

The exponent is $0.7(x-1.5)^2-x^2=-0.3x^2-2.1x+1.575$, with its maximum at $x=-2.1/0.6=-3.5$. That point lies 5 units from the centre of state 1, whose width is $1/\sqrt{1.4}$, hence $5\sqrt{1.4}\approx5.9$ standard deviations away. The variance is governed by configurations that 200 samples will almost certainly miss.

## Generalization: a weight that uses both trajectories

Let $\alpha(x)$ be any fixed function for which the integrals below exist. Then

$$Z_0\langle\alpha e^{-u_1}\rangle_0=\int\alpha e^{-u_0-u_1}dx=Z_1\langle\alpha e^{-u_0}\rangle_1 ,$$

because the middle expression is symmetric in the two states. If it is nonzero,

$$\frac{Z_1}{Z_0}=\frac{\langle\alpha e^{-u_1}\rangle_0}{\langle\alpha e^{-u_0}\rangle_1}. \tag{1}$$

**Limits.** For $\alpha=e^{u_0}$ the denominator is 1 and the numerator is $\langle e^{-w}\rangle_0$, the forward average. For $\alpha=e^{u_1}$ the numerator is 1 and the reverse average follows.

Every admissible $\alpha$ gives the same exact answer, so $\alpha$ can be chosen for its statistical error. Write $a=\alpha e^{-u_1}$ and $b=\alpha e^{-u_0}$. The estimate is

$$\widehat{\Delta f}=-\ln\overline a^{\,0}+\ln\overline b^{\,1}.$$

For large samples each mean is close to its exact value. To first order in the deviations,

$$\widehat{\Delta f}-\Delta f\simeq-\frac{\overline a^{\,0}-\langle a\rangle_0}{\langle a\rangle_0}+\frac{\overline b^{\,1}-\langle b\rangle_1}{\langle b\rangle_1}.$$

The two sample sets are independent, so the variances add; the variance of a mean of $n$ independent values is the single-value variance over $n$. Therefore, at leading order,

$$\sigma^2=\frac{\langle a^2\rangle_0-\langle a\rangle_0^2}{n_0\langle a\rangle_0^2}+\frac{\langle b^2\rangle_1-\langle b\rangle_1^2}{n_1\langle b\rangle_1^2}. \tag{2}$$

This requires finite second moments and small relative errors of both means.

Now use $e^{-u_i}=Z_ip_i$, so that $a=Z_1\alpha p_1$ and $b=Z_0\alpha p_0$. With $J=\int\alpha p_0p_1dx$,

$$\langle a\rangle_0=Z_1J,\quad \langle a^2\rangle_0=Z_1^2\int\alpha^2p_1^2p_0\,dx,$$
$$\langle b\rangle_1=Z_0J,\quad \langle b^2\rangle_1=Z_0^2\int\alpha^2p_0^2p_1\,dx .$$

The factors $Z_i^2$ cancel in (2):

$$\sigma^2=\frac1{J^2}\int\alpha^2p_0p_1\left(\frac{p_1}{n_0}+\frac{p_0}{n_1}\right)dx-\frac1{n_0}-\frac1{n_1}.$$

The bracket equals $D/(n_0n_1)$, where $D=n_0p_0+n_1p_1$ is the density of the pooled samples. Hence

$$\sigma^2=\frac{\int\alpha^2p_0p_1D\,dx}{n_0n_1J^2}-\frac1{n_0}-\frac1{n_1}. \tag{3}$$

## The best weight

Only the first term of (3) depends on $\alpha$. Split the integrand of $J$ into two factors and apply the Cauchy–Schwarz inequality:

$$J^2=\left(\int\alpha\sqrt{p_0p_1D}\,\sqrt{\frac{p_0p_1}{D}}\,dx\right)^2\le I\int\alpha^2p_0p_1D\,dx,\qquad I=\int\frac{p_0p_1}{D}dx .$$

Dividing by $J^2I$ shows that the ratio in (3) is at least $1/(n_0n_1I)$. Equality requires the two factors to be proportional, $\alpha\sqrt{p_0p_1D}\propto\sqrt{p_0p_1/D}$, which means

$$\alpha\propto\frac1{n_0p_0+n_1p_1},\qquad \sigma^2_{\min}=\frac1{n_0n_1I}-\frac1{n_0}-\frac1{n_1}. \tag{4}$$

The constant factor in $\alpha$ cancels in (1). This is a minimum within the class (1), at leading order in large samples. It is not a statement about every conceivable estimator or about small samples.

**Limits.** For identical states, $p_0=p_1$, one has $I=1/(n_0+n_1)$, so $1/(n_0n_1I)=1/n_0+1/n_1$ and the variance vanishes, as it must when $w$ is constant. As the overlap disappears, $I\to0$ and the predicted variance diverges; the linearization fails before that, so a large $\sigma$ is a warning and not a usable error bar. If $n_0\gg n_1$, the weight tends at each $x$ to $\alpha\propto1/p_0\propto e^{u_0}$, the forward average: it relies on the well-sampled state.

## Where the Fermi functions come from

The optimal weight contains the unknown $Z_i$, but only in one combination. Since $p_0/p_1=e^{u_1-u_0}Z_1/Z_0=e^{w-\Delta f}$,

$$\frac{n_0p_0}{n_1p_1}=e^{w-C},\qquad C=\Delta f+\ln\frac{n_1}{n_0}. \tag{5}$$

Let $F(y)=1/(1+e^y)$. Dividing numerator and denominator by $n_1p_1$ in the first case, and by $n_0p_0$ in the second,

$$\frac{n_1p_1}{D}=F(w-C),\qquad\frac{n_0p_0}{D}=F(C-w). \tag{6}$$

These are the probabilities that a configuration drawn from the pooled samples came from state 1 or state 0. The Fermi form expresses this two-way assignment. The occupation of an electron level, empty or filled, leads to the same function, but no electrons are being counted here.

By (6), $b=Z_0\alpha p_0\propto F(C-w)$, so the optimal weight can be written $\alpha=e^{u_0}F(C-w)$. Keep this form for an arbitrary constant $C$. Then $b=F(C-w)$ and $a=e^{-w}F(C-w)$. The definition of $F$ gives $F(-y)=e^yF(y)$; with $y=w-C$,

$$a=e^{-w}e^{w-C}F(w-C)=e^{-C}F(w-C).$$

Inserting $a$ and $b$ in (1) and taking $-\ln$ gives, for any fixed $C$,

$$\widehat{\Delta f}(C)=C-\ln\overline{F(w-C)}^{\,0}+\ln\overline{F(C-w)}^{\,1}. \tag{7}$$

A poor $C$ costs precision but does not spoil the large-sample limit.

In the two-well case, quadrature of definition (2) gives these leading standard errors for the given 600 and 200 samples:

| Weight | $\sigma$ ($kT$) | $\sigma^2/\sigma^2_{\min}$ |
|---|---|---|
| forward, $e^{u_0}$ | 0.091 | 2.22 |
| reverse, $e^{u_1}$ | 1.02 | 275 |
| geometric, $e^{(u_0+u_1)/2}$ | 0.080 | 1.69 |
| Metropolis, $\min(e^{u_0},e^{u_1})$ | 0.068 | 1.24 |
| Fermi, $C$ too high by 2 | 0.081 | 1.73 |
| Fermi, optimal $C$ | 0.061 | 1 |

The reverse entry is outside the regime of (2), since its relative error is about one; it signals failure and does not predict a scatter.

The last entry can be followed by hand. The computed overlap gives $n_0n_1I=95.89$, so

$$\sigma^2_{\min}=\frac1{95.89}-\frac1{600}-\frac1{200}=0.01043-0.00167-0.00500=0.00376,$$

and $\sigma_{\min}=0.061$. The optimal constant is $C=0.1682+\ln(200/600)=0.1682-1.0986=-0.9304$, and a direct numerical search over $C$ finds the same value.

A stronger test does not presuppose the Fermi function. The variance is minimized over all piecewise-linear functions $\alpha e^{-u_0}$ on 29 equally spaced nodes from $x=-3$ to $x=4$, held constant beyond the end nodes. The result exceeds $\sigma^2_{\min}$ by a relative $7\times10^{-6}$, and, once its free constant factor is fixed by giving it the same state-1 average as $F(C-w)$, its nodal values differ from $F(C-w)$ by at most 0.0045.

## Closing the equation

The optimal $C$ depends on the answer. Require the $\Delta f$ estimated by (7) to be the one used in (5), that is, $\widehat{\Delta f}=C-\ln(n_1/n_0)$. The $C$ on both sides cancels:

$$-\ln\frac{n_1}{n_0}=-\ln\overline{F(w-C)}^{\,0}+\ln\overline{F(C-w)}^{\,1}.$$

Exponentiation gives $n_0\overline{F(w-C)}^{\,0}=n_1\overline{F(C-w)}^{\,1}$. A sample number times a mean is a sum, so

$$\sum_{n\in0}F(w_n-C)=\sum_{n\in1}F(C-w_n),\qquad\widehat{\Delta f}=C-\ln\frac{n_1}{n_0}. \tag{8}$$

This is Bennett's acceptance-ratio equation.

Does it have one solution? Let $R(C)$ be the left side minus the right side. Since $F'(y)=-F(y)[1-F(y)]$, each term on the left has $C$-derivative $+F(1-F)$, and each term on the right has $-F(1-F)$. Thus

$$R'(C)=\sum_{n\in0,1}F(w_n-C)\,[1-F(w_n-C)]>0 .$$

**Limits.** For $C\to-\infty$ the left side tends to 0 and the right to $n_1$, so $R\to-n_1$. For $C\to+\infty$, $R\to n_0$. A continuous, strictly rising function with these limits has exactly one zero. In exact arithmetic, bisection from an interval that brackets the zero finds it for any finite data set with samples from both states. In floating point, both sides of (8) can underflow to zero when the overlap is extremely small, and the root is then lost. The root exists even when the two sets hardly overlap, so convergence of the solver is no evidence of adequate sampling.

## Does estimating $C$ spoil the optimum?

The variance (4) was derived for a fixed weight, whereas (8) takes its weight from the data. Let $C_*$ be the exact optimum, $\hat C$ the root of (8), and let $n$ grow with $n_0/n_1$ fixed. At $C_*$, $R$ has zero mean by (6) and fluctuates as $n^{1/2}$, while $R'$ is of order $n$. Hence $\hat C-C_*$ is of order $n^{-1/2}$. Expanding (7),

$$\widehat{\Delta f}(\hat C)-\widehat{\Delta f}(C_*)=\left.\frac{\partial\widehat{\Delta f}}{\partial C}\right|_{C_*}(\hat C-C_*)+\dots$$

With exact averages, (7) equals $\Delta f$ for every $C$, so all its $C$-derivatives vanish. With sample means the first derivative is therefore only of order $n^{-1/2}$, and the product is of order $1/n$. The next term, with a second derivative of order $n^{-1/2}$ and a squared deviation of order $1/n$, is smaller still. The statistical error itself is of order $n^{-1/2}$, so the leading variance is unchanged.

In 3000 repeated data sets, estimating $C$ changes the result by 0.0014 $kT$ (root mean square), against a scatter of 0.059 $kT$. With four times the samples (750 data sets) the change falls by a factor 3.7, near the factor 4 expected for $1/n$, while the scatter falls by $0.0589/0.0302\approx1.95$, near $\sqrt4$.

## An error bar from the same frames

The overlap integral in (4) can be estimated without knowing $p_0$ or $p_1$. Multiply and divide by $D$ and use (6):

$$n_0n_1I=\int D\,\frac{n_0p_0}{D}\,\frac{n_1p_1}{D}\,dx=\int D\,F(w-C)F(C-w)\,dx .$$

Because $D=n_0p_0+n_1p_1$, this is the expected sum over all samples. With $F(C-w)=1-F(w-C)$,

$$\sigma^2\simeq\left\{\sum_{n\in0,1}F(w_n-C)[1-F(w_n-C)]\right\}^{-1}-\frac1{n_0}-\frac1{n_1}. \tag{9}$$

The sum is $R'(C)$: a steep crossing means a well-determined root. Frames contribute most when their origin is ambiguous, $F\approx\tfrac12$.

One data set gives $C=-0.8671$, at which both sides of (8) equal 88.551. Then

$$\widehat{\Delta f}=-0.8671+1.0986=0.2315,$$

with a standard error of 0.065 from (9). In energy this is $6.0\pm1.7$ meV. The deviation from the exact value, $0.2315-0.1682=0.063$, is about one standard error. On the same data the forward average gives 0.319 and the reverse average $-0.050$.

Over the 3000 data sets the scatter is 0.0589, while (4) predicts 0.0613. For nearly Gaussian estimates the relative sampling error of such a scatter is $1/\sqrt{2\times3000}\approx1.3\%$, so the 4% shortfall is about three times that error. The variances agree within the 12% tolerance of the test, but these data do not separate a finite-sample correction from chance. The mean estimate is 0.171, which is 0.003 above the exact value. The standard error of this mean is $0.0589/\sqrt{3000}\approx0.0011$, so the offset is about 2.6 standard errors. For fixed $C$, expanding the logarithms in (7) to second order gives a leading bias equal to half the difference of the two terms of (2). Both terms are nonnegative, so this is at most half their sum, which at the optimal $C$ is $\sigma^2_{\min}/2\approx0.002$; for a poorer $C$ the bound is larger. Estimating $C$ can add a further term of the same order $1/n$, and these data do not show how much of the offset is bias and how much is chance.

Successive molecular-dynamics frames are correlated. Using their raw number in (9) then misstates the error, and the weights in (4) lose their proof of optimality. Thinning the frames until they are nearly independent, with $n_0$ and $n_1$ counting those retained, approximately restores the assumptions behind both. It also discards data, so the thinned estimate can scatter more than one made from all frames.

## Generalization to many states: MBAR

Let states $i=0,\dots,K-1$ have $N_i$ samples, with $N=\sum_iN_i$. Start from the normalization of $p_i$ and insert a factor of one:

$$1=\int p_i\,dx=\int p_i\frac{\sum_kN_kp_k}{\sum_jN_jp_j}dx=\sum_kN_k\left\langle\frac{p_i}{\sum_jN_jp_j}\right\rangle_k .$$

This requires the sampled states together to cover the region where $p_i$ is nonzero. Replace each exact average by its sample mean; $N_k$ times that mean is the sum over samples of state $k$. All sums merge into one over the pooled samples. With $p_i=e^{f_i-u_i}$,

$$1=\sum_{n=1}^{N}\frac{e^{f_i-u_i(x_n)}}{\sum_kN_ke^{f_k-u_k(x_n)}}. \tag{10}$$

Taking $e^{f_i}$ out of the sum gives the self-consistent MBAR equations,

$$f_i=-\ln\sum_{n=1}^{N}\frac{e^{-u_i(x_n)}}{\sum_kN_ke^{f_k-u_k(x_n)}} .$$

From here on the $f_i$ are estimates. Adding one constant to all of them leaves (10) unchanged, so only differences are determined.

**Limit.** Let state 0 alone be sampled. The denominator is $N_0e^{f_0-u_0}$, and (10) for $i=1$ becomes $1=e^{f_1-f_0}\,\overline{e^{-w}}^{\,0}$, the forward average of the simple case.

## Back to two states

Set $K=2$, $N_0=n_0$, $N_1=n_1$, and multiply (10) for $i=1$ by $n_1$:

$$n_1=\sum_{n\in0,1}\frac{n_1e^{f_1-u_1}}{n_0e^{f_0-u_0}+n_1e^{f_1-u_1}}=\sum_{n\in0,1}\frac1{1+\dfrac{n_0}{n_1}e^{w_n-(f_1-f_0)}} .$$

With $C=f_1-f_0+\ln(n_1/n_0)$, the second term of the last denominator is $e^{w_n-C}$. Hence

$$n_1=\sum_{n\in0}F(w_n-C)+\sum_{n\in1}F(w_n-C).$$

On the samples of state 1 write $F(w_n-C)=1-F(C-w_n)$. Their sum is $n_1-\sum_{n\in1}F(C-w_n)$. The $n_1$ cancels, leaving

$$\sum_{n\in0}F(w_n-C)=\sum_{n\in1}F(C-w_n),$$

which is (8), with the same $C$.

The equation for $i=0$, multiplied by $n_0$, reads $n_0=\sum_{n\in0,1}F(C-w_n)$. Added to the one for $i=1$, it gives $n_0+n_1=\sum_{n\in0,1}1$, true for any $C$. So it holds whenever the other does and brings no new condition. The steps are reversible: the single root of (8) solves both MBAR equations. The equivalence holds for each finite data set and needs no large-sample argument.

On the data set above, a general $K$-state iteration that contains no Bennett equation converges in 31 steps to 0.2315, equal to the bisection result within rounding.

**Limit of the reduction.** Add a third state without samples. With $N_2=0$ it drops out of every denominator, so the equations for states 0 and 1 are untouched; the program confirms the unchanged 0.2315. If the third state is sampled, both the denominators and the set of frames change, and the pair's estimate need not obey (8). With 400 samples from an intermediate well (stiffness 1.2, centre 0.75) it becomes 0.285. In this draw the extra samples moved the estimate away from the exact 0.168. One draw does not measure precision, and the variance proof given here covers two states only.

## Values computed for the example and the checks

```
stiffness ratio: 1.40 (dimensionless)
shift of well 1: 1.50 thermal widths of state 0
samples n0, n1: 600, 200
temperature: 300 K, kT = 25.852 meV
exact df: 0.16824 kT = 4.349 meV
ln(n1/n0): -1.09861
optimal C, formula: -0.93038 kT
optimal C, direct search: -0.93038 kT
overlap integral I: 7.990638e-04 (dimensionless)
n0*n1*I: 95.8877 (dimensionless)
Leading standard error of df by weight, and variance / minimum:
  forward exponential average: 0.09133 kT, 2.217
  reverse exponential average: 1.01716 kT, 275.005
  geometric-mean weight: 0.07979 kT, 1.692
  Metropolis weight: 0.06836 kT, 1.242
  Fermi weight, C too high by 2: 0.08066 kT, 1.729
  Fermi weight, optimal C: 0.06134 kT, 1.000
free minimization, standard error: 0.06134 kT
free minimization, variance excess: 6.77e-06
largest nodal deviation from Fermi weight: 0.00445
One data set:
  Bennett C: -0.86711 kT
  sum of F over samples of 0: 88.55088
  sum of F over samples of 1: 88.55088
  Bennett df: 0.23150 kT = 5.985 meV
  its standard error from data: 0.06461 kT = 1.670 meV
  two-state MBAR df: 0.23150 kT, 31 iterations
  |MBAR - Bennett|: 3.1e-14 kT
  forward exponential df: 0.31899 kT
  reverse exponential df: -0.05017 kT
third state: stiffness 1.2, shift 0.75
  MBAR df, third state unsampled: 0.23150 kT
  MBAR df, third state with 400 samples: 0.28546 kT
Repeated sampling, 3000 data sets:
  mean Bennett df: 0.17102 kT
  scatter of Bennett df: 0.05893 kT
  scatter with C fixed at its optimum: 0.05904 kT
  root mean data-based variance: 0.06132 kT
  scatter of forward exponential df: 0.08906 kT
  rms change from estimating C: 0.001414 kT
Fourfold samples, 750 data sets:
  scatter of Bennett df: 0.03015 kT
  rms change from estimating C: 0.000378 kT
  reduction factor of that change: 3.74
```
